# Normal Permittivity of a Thin Dielectric Slab in a Periodic Supercell

## Question

A thin insulating layer is modelled as a flat slab of thickness $d=5$ Å with relative permittivity $\varepsilon=3$ for fields along its normal, the $z$ axis. The slab is repeated along $z$ with period $L=20$ Å, and the space between the copies is vacuum. The slab is uniform, its faces are sharp, and its response is linear and local. There is no free charge, and all fields are static, point along $z$ and depend on $z$ alone.

The normal permittivity of the supercell is defined by

$$
\varepsilon_{\rm sc}=\frac{D}{\varepsilon_0\bar E},\qquad 
\bar E=\frac1L\int_0^L E(z)\,dz ,
$$

where $D$ is the electric displacement and $\bar E$ is the total field, including that of the bound charges, averaged over the whole cell. Permittivities are relative and dimensionless. Fields are given in V/Å.

## (a) Fields in the two regions

**Show that $D$ has the same value in the slab and in the vacuum, and find the ratio of the fields $E_s$ (slab) and $E_v$ (vacuum).**

**Answer.** Gauss's law for the displacement is $\nabla\cdot\mathbf D=\rho_{\rm free}$. Here $\rho_{\rm free}=0$, and $\mathbf D$ has only a $z$ component that depends only on $z$, so

$$
\frac{dD}{dz}=0 .
$$

This holds at the faces too. They carry bound charge, but bound charge is already contained in the definition of $D$ and is not a source of it. Hence $D$ is one constant throughout the cell.

In the vacuum $D=\varepsilon_0E_v$, and in the slab $D=\varepsilon_0\varepsilon E_s$. Equating the two gives

$$
E_s=\frac{E_v}{\varepsilon}=\frac{E_v}{3}.
$$

## (b) The supercell permittivity

**Derive $\varepsilon_{\rm sc}$ in terms of $d$, $L$ and $\varepsilon$, and evaluate it as a fraction.**

**Answer.** Each field is uniform in its own region, so the integral that defines $\bar E$ is a sum of two voltage drops:

$$
L\bar E=d\,E_s+(L-d)\,E_v .
$$

From part (a), $E_s=D/(\varepsilon_0\varepsilon)$ and $E_v=D/\varepsilon_0$. Therefore

$$
L\bar E=\frac{D}{\varepsilon_0}\left[\frac d\varepsilon+(L-d)\right].
$$

Dividing both sides by $LD/\varepsilon_0$ turns the left side into $\varepsilon_0\bar E/D$, which is $1/\varepsilon_{\rm sc}$ by definition:

$$
\frac1{\varepsilon_{\rm sc}}=\frac{d/L}{\varepsilon}+1-\frac dL .
$$

This is the rule for capacitors in series: the reciprocals of the permittivities are averaged, weighted by thickness. With $d/L=1/4$,

$$
\frac1{\varepsilon_{\rm sc}}=\frac14\cdot\frac13+\frac34=\frac1{12}+\frac9{12}=\frac56,
\qquad
\varepsilon_{\rm sc}=\frac65=1.20 .
$$

The value is exact for the model as posed, with $d$, $L$ and $\varepsilon$ taken as exact numbers. Part (g) considers what it means for a real layer.

## (c) Fields, voltages and bound charge

**The average field is $\bar E=0.01$ V/Å. Find the two fields, the two voltage drops, and the bound charge density on the faces. Recover $\varepsilon_{\rm sc}$ from the polarization.**

**Answer.** The vacuum field is $D/\varepsilon_0=\varepsilon_{\rm sc}\bar E$, so

$$
E_v=1.20\times0.01=0.012\ \text{V/Å},\qquad
E_s=\frac{0.012}{3}=0.004\ \text{V/Å}.
$$

The magnitudes of the voltage drops are

$$
dE_s=5\times0.004=0.02\ \text{V},\qquad
(L-d)E_v=15\times0.012=0.18\ \text{V}.
$$

They add up to $0.20$ V, which equals $L\bar E=20\times0.01$ V. The slab fills a quarter of the cell but takes only a tenth of the voltage.

The polarization of the slab is $P_s=D-\varepsilon_0E_s=\varepsilon_0(\varepsilon-1)E_s$, so

$$
\frac{P_s}{\varepsilon_0}=2\times0.004=0.008\ \text{V/Å}=8\times10^{7}\ \text{V/m}.
$$

The bound surface charge density is the component of $\mathbf P$ along the outward normal. For a field along $+z$ it is $+P_s$ on the upper face and $-P_s$ on the lower face, with

$$
P_s=(8.854\times10^{-12}\ \text{F/m})(8\times10^{7}\ \text{V/m})
=7.08\times10^{-4}\ \text{C/m}^2 .
$$

These charges make the field in the slab smaller than that in the vacuum by $P_s/\varepsilon_0$, in agreement with $0.012-0.004=0.008$ V/Å.

To recover the permittivity, average $D=\varepsilon_0E+P$ over the cell. Since $D$ is constant, $D=\varepsilon_0\bar E+\bar P$, and division by $\varepsilon_0\bar E$ gives

$$
\varepsilon_{\rm sc}=1+\frac{\bar P}{\varepsilon_0\bar E}.
$$

The polarization vanishes in the vacuum, so $\bar P/\varepsilon_0=(d/L)P_s/\varepsilon_0=0.25\times0.008=0.002$ V/Å. Then $\varepsilon_{\rm sc}=1+0.002/0.01=1.20$, as before.

The numerical output gives the same value from a periodic Poisson calculation, in which the bound charge and the field are iterated until they agree, without use of the series formula.

## (d) Why not average the permittivity itself?

**A student proposes the volume average $\varepsilon_{\rm av}=(d/L)\varepsilon+1-d/L$. Evaluate it, say what is wrong with it here, and find a field direction for which an average of this form is right.**

**Answer.** The proposal gives

$$
\varepsilon_{\rm av}=\frac14\times3+\frac34=1.50 ,
$$

which is 25% above the correct 1.20. To obtain it, one averages $D=\varepsilon_0\varepsilon(z)E$ with the same $E$ in both regions. For a normal field that assumption fails: $D$ is common to the two regions, and the fields differ by a factor of 3.

Now let the field lie in the plane of the slab, and let $\varepsilon_\parallel$ be the in-plane permittivity of the layer. In a static field $\nabla\times\mathbf E=0$, so the tangential field is continuous across the faces. A uniform in-plane field $E$ therefore satisfies the conditions in both regions, while $D$ differs between them. The average displacement is

$$
\bar D=\varepsilon_0E\left[\frac dL\,\varepsilon_\parallel+1-\frac dL\right],
$$

and $\bar D/(\varepsilon_0E)$ is the volume average of the in-plane permittivity. Even a slab with $\varepsilon_\parallel=\varepsilon=3$ thus gives an anisotropic supercell, with 1.50 in the plane and 1.20 along the normal.

The gap between the two averages can be found in general. With $f=d/L$,

$$
\frac{\varepsilon_{\rm av}}{\varepsilon_{\rm sc}}
=\bigl(f\varepsilon+1-f\bigr)\left(\frac f\varepsilon+1-f\right)
=f^2+(1-f)^2+f(1-f)\left(\varepsilon+\frac1\varepsilon\right).
$$

Since $f^2+(1-f)^2=1-2f(1-f)$, this becomes

$$
\frac{\varepsilon_{\rm av}}{\varepsilon_{\rm sc}}
=1+f(1-f)\left(\varepsilon+\frac1\varepsilon-2\right)
=1+f(1-f)\frac{(\varepsilon-1)^2}{\varepsilon}.
$$

For $0<f<1$ and positive $\varepsilon\neq1$ the last term is positive, so the volume average is too large for a normal field. Here the ratio is $1+\frac3{16}\cdot\frac43=1.25$, which is the 25% found above.

## (e) The role of the vacuum

**Find $\varepsilon_{\rm sc}$ for the same slab in cells of 10 and 40 Å. Construct a quantity that does not depend on $L$, and give its physical meaning. Discuss the limits $L=d$, $L\to\infty$ and $\varepsilon\to\infty$.**

**Answer.** For $L=10$ Å, $d/L=1/2$ and

$$
\frac1{\varepsilon_{\rm sc}}=\frac16+\frac12=\frac23,\qquad \varepsilon_{\rm sc}=1.50 .
$$

For $L=40$ Å, $d/L=1/8$ and

$$
\frac1{\varepsilon_{\rm sc}}=\frac1{24}+\frac78=\frac{11}{12},\qquad \varepsilon_{\rm sc}=1.09 .
$$

The slab has not changed, so $\varepsilon_{\rm sc}$ describes the layer together with the chosen amount of vacuum. (The 1.50 for the 10 Å cell is a correct normal permittivity. That it equals the volume average for the 20 Å cell is a coincidence of these numbers.)

To isolate the layer, write the series formula as $1-1/\varepsilon_{\rm sc}=(d/L)(1-1/\varepsilon)$ and multiply by $L$:

$$
\alpha\equiv L\left(1-\frac1{\varepsilon_{\rm sc}}\right)=d\left(1-\frac1\varepsilon\right)
=5\times\frac23=3.33\ \text{Å}.
$$

The right side contains no $L$, and all three cells give the same value. Its meaning follows from the dipole moment per unit area of the slab, $P_sd$. Since $P_s=D-\varepsilon_0E_s=D(1-1/\varepsilon)$,

$$
P_s\,d=\alpha D .
$$

Thus $\alpha$ is the dipole moment per unit area divided by the displacement: a polarizability of the sheet, with the dimension of length.

In terms of $\alpha$, $\varepsilon_{\rm sc}=1/(1-\alpha/L)$, and the limits are as follows.

- For $L=d$ there is no vacuum, and $\varepsilon_{\rm sc}=\varepsilon$.
- For $L\to\infty$, $\varepsilon_{\rm sc}\approx1+\alpha/L\to1$. The layer becomes a vanishing part of the cell, although its own response is unchanged.
- For $\varepsilon\to\infty$ the field in the slab vanishes and $\alpha\to d$. Then $\varepsilon_{\rm sc}\to L/(L-d)=20/15=4/3$. For any positive $\varepsilon$, however large, the vacuum in series with the slab keeps the normal permittivity of the 20 Å cell below this value.

## (f) Working backwards

**Suppose that $\varepsilon_{\rm sc}$ has been calculated and $\varepsilon$ is wanted. Invert the formula and find how an error in $\varepsilon_{\rm sc}$ affects $\varepsilon$. Apply the result to an error of $\pm0.01$.**

**Answer.** Divide $L(1-1/\varepsilon_{\rm sc})=d(1-1/\varepsilon)$ by $d$ and solve for $1/\varepsilon$:

$$
\frac1\varepsilon=1-\frac Ld\left(1-\frac1{\varepsilon_{\rm sc}}\right).
$$

Differentiate at fixed $L$ and $d$. The left side gives $-d\varepsilon/\varepsilon^2$ and the right side gives $-(L/d)\,d\varepsilon_{\rm sc}/\varepsilon_{\rm sc}^2$, where $d\varepsilon$ and $d\varepsilon_{\rm sc}$ are differentials and the $d$ in $L/d$ is the thickness. The minus signs cancel:

$$
\frac{d\varepsilon}{d\varepsilon_{\rm sc}}=\frac Ld\left(\frac{\varepsilon}{\varepsilon_{\rm sc}}\right)^2
=4\times\left(\frac{3}{1.2}\right)^2=25 .
$$

To first order, an error of 0.01 in the supercell value becomes an error of 0.25 in the slab value. The full inversion gives

$$
\varepsilon_{\rm sc}=1.19:\ \varepsilon=2.77,\qquad
\varepsilon_{\rm sc}=1.21:\ \varepsilon=3.27 .
$$

An error of about 0.8% relative to 1.20 has become one of 8 to 9% relative to 3. The shifts, $-0.23$ and $+0.27$, are unequal because the slope itself grows with $\varepsilon_{\rm sc}$. For $L/d=4$ the inverted formula is $\varepsilon=\varepsilon_{\rm sc}/(4-3\varepsilon_{\rm sc})$, whose slope is $4/(4-3\varepsilon_{\rm sc})^2$. This rises without bound as $\varepsilon_{\rm sc}$ approaches $4/3$, the limit found in part (e).

More vacuum makes the magnification worse. Substituting $1/\varepsilon_{\rm sc}=(L-\alpha)/L$ gives

$$
\frac{d\varepsilon}{d\varepsilon_{\rm sc}}=\frac{\varepsilon^2}{d}\,\frac{(L-\alpha)^2}{L},
$$

which increases with $L$ for $L>\alpha$ and is proportional to $L$ when $L\gg\alpha$. A fixed absolute error in $\varepsilon_{\rm sc}$ therefore does more harm in a larger cell. The growth reflects the shrinking of the signal $\varepsilon_{\rm sc}-1=\alpha/(L-\alpha)$. If instead this signal has a fixed small relative error $r$, the product of the two expressions gives an error $r\,\varepsilon(\varepsilon-1)(1-\alpha/L)$ in $\varepsilon$, where $\varepsilon^2\alpha/d=\varepsilon(\varepsilon-1)$ has been used. This stays below $r\,\varepsilon(\varepsilon-1)$ at any $L$: for $r=1\%$ it is 0.05 at $L=20$ Å and tends to 0.06 in a very large cell.

## (g) How thick is the layer?

**For a layer a few atoms thick, the position of its faces is a matter of convention. Keep $\varepsilon_{\rm sc}=1.20$ and $L=20$ Å, and find the $\varepsilon$ inferred for $d=4.5$ Å and $d=5.5$ Å. Is there a smallest admissible thickness? Which quantity survives without a choice of $d$?**

**Answer.** Fixing $\varepsilon_{\rm sc}$ and $L$ fixes $\alpha=20\,(1-5/6)=10/3$ Å. The inverted formula then reads

$$
\frac1\varepsilon=1-\frac\alpha d .
$$

For the two thicknesses,

$$
d=4.5\ \text{Å}:\quad \frac1\varepsilon=1-\frac{3.333}{4.5}=0.259,\quad \varepsilon=3.86,
$$

$$
d=5.5\ \text{Å}:\quad \frac1\varepsilon=1-\frac{3.333}{5.5}=0.394,\quad \varepsilon=2.54 .
$$

A change of 10% in the assigned thickness moves the inferred permittivity from 3 to 3.86 or 2.54, that is, by $+29\%$ or $-15\%$ relative to 3. A thinner slab must be more polarizable to carry the same dipole moment.

As $d$ falls towards $\alpha=3.33$ Å, $1/\varepsilon$ tends to zero and $\varepsilon$ diverges. At that thickness even a slab with no internal field just supplies the required dipole moment. For smaller $d$ the formula gives a negative $\varepsilon$, so no slab of positive permittivity fits the data. Since the slab must also fit in the cell, the admissible thicknesses are those with $\alpha<d\le L$.

The quantity that needs no choice of $d$ is $\alpha$. This can be shown without assuming sharp faces or a local response. Let $P(z)$ be the induced polarization, averaged over the plane of the layer. With $D$ constant, $E(z)=[D-P(z)]/\varepsilon_0$. Integrating over the cell gives

$$
L\bar E=\frac1{\varepsilon_0}\left[LD-\int_0^LP(z)\,dz\right].
$$

Multiply by $\varepsilon_0/D$ and use $\varepsilon_0\bar E/D=1/\varepsilon_{\rm sc}$:

$$
L\left(1-\frac1{\varepsilon_{\rm sc}}\right)=\frac1D\int_0^LP(z)\,dz .
$$

The right side is again the dipole moment per unit area divided by $D$. In linear response it is independent of $L$ as long as the layer responds to a given $D$ as an isolated layer would. This fails when the copies are so close that their electron densities overlap, or that one copy feels the field variations within the plane caused by the atomic structure of the next. For a layer that is periodic in its plane, those variations decay exponentially with distance from it.

The 1.20 of part (b) is therefore exact for a slab with a stated thickness and permittivity. For a real layer, $\varepsilon_{\rm sc}$ at a known $L$ determines $\alpha$, while a value of $\varepsilon$ has a definite meaning only together with the thickness used to obtain it. Two conditions attach to this. First, the calculated $\varepsilon_{\rm sc}$ must include local-field effects, that is, the layer must respond to the self-consistent field $E(z)$ and not to $\bar E$. A value computed with the layer responding to $\bar E$ repeats the error of part (d): for the slab it is the volume average, and $L(1-1/\varepsilon_{\rm av})$ is 5.0, 6.7 and 8.0 Å for $L=10$, 20 and 40 Å, not a constant. Second, for a layer with a permanent dipole moment along $z$, $D$, $\bar E$ and $P$ must be read as the changes produced by the applied field, so that $\varepsilon_{\rm sc}=dD/(\varepsilon_0\,d\bar E)$.

## Computed results

```
slab thickness d = 5.0 angstrom
cell length L = 20.0 angstrom
slab normal permittivity = 3.0 (dimensionless)
cell-averaged field = 0.0100 V/angstrom
field in slab = 0.004000 V/angstrom
field in vacuum = 0.012000 V/angstrom
voltage drop in slab = 0.020000 V
voltage drop in vacuum = 0.180000 V
voltage drop over cell = 0.200000 V
slab polarization P/eps0 = 0.008000 V/angstrom
cell-averaged P/eps0 = 0.002000 V/angstrom
bound surface charge density = 7.0834e-04 C/m^2
supercell permittivity, Poisson solver = 1.2000000000 (dimensionless)
supercell permittivity, exact fraction = 6/5 (dimensionless)
volume average of permittivity = 1.5000 (dimensionless)
L = 10 angstrom: supercell permittivity = 1.5000, L(1-1/eps_sc) = 3.3333 angstrom
L = 20 angstrom: supercell permittivity = 1.2000, L(1-1/eps_sc) = 3.3333 angstrom
L = 40 angstrom: supercell permittivity = 1.0909, L(1-1/eps_sc) = 3.3333 angstrom
error magnification d(eps)/d(eps_sc) = 25.000 (dimensionless)
eps_sc = 1.19, d = 5.0 angstrom: inferred slab eps = 2.7674
eps_sc = 1.20, d = 5.0 angstrom: inferred slab eps = 3.0000
eps_sc = 1.21, d = 5.0 angstrom: inferred slab eps = 3.2703
eps_sc = 1.20, d = 4.5 angstrom: inferred slab eps = 3.8571
eps_sc = 1.20, d = 5.0 angstrom: inferred slab eps = 3.0000
eps_sc = 1.20, d = 5.5 angstrom: inferred slab eps = 2.5385
thickness where inferred eps diverges = 3.3333 angstrom
```
